# Orbit-orbit energy of closed-shell determinants: zero in beryllium, positive in neon: a program that tests the result

```python
"""
Orbit-orbit energy of closed-shell determinants (hartree atomic units).
Operator: h = -(alpha^2/2) p1.G.p2, G_kl = delta_kl/r + r_k r_l/r^3.
Result under test: direct terms vanish; each exchange pair gives
  E_ab = alpha^2 int int J.G.J' >= 0, J = (a grad b - b grad a)/2.
It is zero for s-s pairs and nonzero for the s-p and p-p pairs of neon.
R is a radial function, P = r R, alpha is the fine-structure constant.
The operator is integrated analytically over Gaussian orbitals, and the
result is compared with separately derived radial, curl and Fourier forms.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.special import spherical_jn
from pyscf import gto, scf

ALPHA2 = constants.fine_structure**2
TO_CM = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100
AXES = range(3)


def shifted(powers, axis, change):
    new = list(powers)
    new[axis] += change
    return tuple(new)


def combine(f, g, factor_f, factor_g):
    out = {key: factor_f * value for key, value in f.items()}
    for key, value in g.items():
        out[key] = out.get(key, 0) + factor_g * value
    return out


class GaussianIntegrals:
    """Functions are {Cartesian powers: coefficients of exp(-zeta r^2)}."""

    def __init__(self, zeta):
        self.zeta = zeta
        self.upper = np.triu_indices(len(zeta))
        pair = zeta[self.upper[0]] + zeta[self.upper[1]]
        a, b = pair[None, :, None], pair[None, None, :]
        x, w = np.polynomial.legendre.leggauss(8)
        s2 = (((x + 1) / 2)**2)[:, None, None]
        w = (w / 2)[:, None, None]
        rho = a * b / (a + b)
        # Covariances of the two-particle Gaussian in one dimension.
        self.v11 = (b * (1 - s2) + rho * s2) / (2 * a * b)
        self.v22 = (a * (1 - s2) + rho * s2) / (2 * a * b)
        self.v12 = rho * s2 / (2 * a * b)
        base = 2 * np.pi**2.5 * w * np.sqrt(rho) / (a * b)**1.5
        self.weight = {1: base, 3: base * 2 * rho * s2 / (1 - s2)}
        self.moments, self.kernels = {}, {}

    def moment(self, m, n):
        if m < 0 or n < 0 or (m + n) % 2:
            return 0.0
        if m == 0 and n == 0:
            return 1.0
        if (m, n) not in self.moments:
            if m == 0:
                val = (n - 1) * self.v22 * self.moment(0, n - 2)
            else:
                val = ((m - 1) * self.v11 * self.moment(m - 2, n)
                       + n * self.v12 * self.moment(m - 1, n - 1))
            self.moments[m, n] = val
        return self.moments[m, n]

    def distance_moment(self, m, n, h):
        if h == 0:
            return self.moment(m, n)
        return (self.distance_moment(m + 1, n, h - 1)
                - self.distance_moment(m, n + 1, h - 1))

    def integrate(self, f, g, h, inverse_power):
        """Integral of f(1) g(2) x12^hx y12^hy z12^hz / r12^power."""
        total = 0.0
        for pf, cf in f.items():
            for pg, cg in g.items():
                if any((pf[d] + pg[d] + h[d]) % 2 for d in AXES):
                    continue
                key = (pf, pg, h, inverse_power)
                if key not in self.kernels:
                    val = self.weight[inverse_power]
                    for d in AXES:
                        val = val * self.distance_moment(pf[d], pg[d], h[d])
                    self.kernels[key] = val.sum(axis=0)
                total += cf @ self.kernels[key] @ cg
        return total

    def product(self, f, g):
        out = {}
        for pf, cf in f.items():
            for pg, cg in g.items():
                full = np.outer(cf, cg)
                folded = full + full.T
                folded[np.diag_indices_from(folded)] /= 2
                key = tuple(i + j for i, j in zip(pf, pg))
                out[key] = out.get(key, 0) + folded[self.upper]
        return out

    def derivative(self, f, axis):
        out = {}
        for powers, coef in f.items():
            up = shifted(powers, axis, 1)
            out[up] = out.get(up, 0) - 2 * self.zeta * coef
            if powers[axis]:
                down = shifted(powers, axis, -1)
                out[down] = out.get(down, 0) + powers[axis] * coef
        return out

    def transition(self, a, b):
        return [self.product(a, self.derivative(b, k)) for k in AXES]

    def current(self, a, b):
        return [combine(f, g, 0.5, -0.5) for f, g in
                zip(self.transition(a, b), self.transition(b, a))]

    def interaction(self, f, g):
        dot = sum(self.integrate(f[k], g[k], (0, 0, 0), 1) for k in AXES)
        tensor = 0.0
        for k in AXES:
            for m in AXES:
                h = shifted(shifted((0, 0, 0), k, 1), m, 1)
                tensor += self.integrate(f[k], g[m], h, 3)
        return dot, tensor

    def element(self, a, b, c, d):
        """<ab|h|cd>, with momentum operators acting on the ket."""
        return ALPHA2 / 2 * sum(self.interaction(
            self.transition(a, c), self.transition(b, d)))

    def curl_energy(self, a, b):
        da = [self.derivative(a, k) for k in AXES]
        db = [self.derivative(b, k) for k in AXES]
        total = 0.0
        for k in AXES:
            i, j = (k + 1) % 3, (k + 2) % 3
            curl = combine(self.product(da[i], db[j]),
                           self.product(da[j], db[i]), 1, -1)
            for d in AXES:
                total += self.integrate(
                    curl, curl, shifted((0, 0, 0), d, 2), 1)
        return -ALPHA2 * total


def hartree_fock(symbol, zeta, number_p):
    basis = [[0, [float(e), 1.0]] for e in zeta]
    basis += [[1, [float(e), 1.0]] for e in zeta[:number_p]]
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: basis}, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-7
    mf.max_cycle = 100
    energy = mf.kernel()
    assert mf.converged
    s_coef = np.zeros((2, len(zeta)))
    p_coef = np.zeros((len(zeta), 3))
    starts = mol.ao_loc_nr()
    for shell in range(mol.nbas):
        exponent = mol.bas_exp(shell)[0]
        index = np.argmin(abs(np.log(zeta / exponent)))
        l = mol.bas_angular(shell)
        norm = gto.gto_norm(l, exponent) * np.sqrt((2*l + 1) / (4*np.pi))
        if l == 0:
            s_coef[:, index] = norm * mf.mo_coeff[starts[shell], :2]
        else:
            p_coef[index] = norm * mf.mo_coeff[starts[shell], 2:5]
    radial_p = None
    if number_p:
        u, singular, _ = np.linalg.svd(p_coef, full_matrices=False)
        assert singular[1] < 1e-4 * singular[0]
        radial_p = u[:, 0] * singular[0]
    return energy, s_coef, radial_p


def p_density(r, zeta, coef):
    value = np.exp(-np.outer(r**2, zeta)) @ coef
    return 4 * np.pi / 3 * r**4 * value**2


def radial_integrals(zeta, s_coef, p_coef):
    x = np.linspace(np.log(1e-5), np.log(25.0), 4001)
    r = np.exp(x)

    def cumulative(y):
        return CubicSpline(x, y * r).antiderivative()(x)

    gauss = np.exp(-np.outer(r**2, zeta))
    p_radial = np.sqrt(4 * np.pi / 3) * r**2 * (gauss @ p_coef)
    density = p_radial**2
    assert abs(cumulative(density)[-1] - 1) < 1e-6
    values = []
    for coef in s_coef:
        s_radial = np.sqrt(4 * np.pi) * (gauss @ coef)
        assert abs(cumulative((r * s_radial)**2)[-1] - 1) < 1e-6
        slope = np.sqrt(4*np.pi) * (-2*r) * (gauss @ (zeta * coef))
        f = slope * p_radial
        inner = cumulative(f * r) - cumulative(f * r**3) / (5 * r**2)
        values.append(2 * cumulative(f * inner)[-1])
    values.append(2 * cumulative(density / r**3 * cumulative(density))[-1])
    return np.array(values)


# Symbolic identities: the kernel is transverse; curl J = grad a x grad b.
xyz = sp.symbols("x y z", real=True)
dist = sp.sqrt(sum(q**2 for q in xyz))
for m in AXES:
    div = sum(sp.diff((1 if k == m else 0) / dist
                      + xyz[k] * xyz[m] / dist**3, xyz[k]) for k in AXES)
    assert sp.simplify(div) == 0
fa, fb = sp.Function("a")(*xyz), sp.Function("b")(*xyz)
ga = [sp.diff(fa, q) for q in xyz]
gb = [sp.diff(fb, q) for q in xyz]
jab = [(fa * gb[k] - fb * ga[k]) / 2 for k in AXES]
for k in AXES:
    i, j = (k + 1) % 3, (k + 2) % 3
    curl_j = sp.diff(jab[j], xyz[i]) - sp.diff(jab[i], xyz[j])
    assert sp.expand(curl_j - ga[i] * gb[j] + ga[j] * gb[i]) == 0


def determinant_energy(engine, orbitals):
    direct = 2 * sum(engine.element(a, b, a, b)
                     for a in orbitals for b in orbitals)
    exchange = -sum(engine.element(a, b, b, a)
                    for a in orbitals for b in orbitals)
    return direct, exchange


# Beryllium: the full operator, and its two parts for the s-s current.
be_zeta = 0.03 * 2.2**np.arange(18)
be_energy, be_s, _ = hartree_fock("Be", be_zeta, 0)
be_engine = GaussianIntegrals(be_zeta)
be_orbitals = [{(0, 0, 0): coef} for coef in be_s]
be_direct, be_exchange = determinant_energy(be_engine, be_orbitals)
be_current = be_engine.current(*be_orbitals)
be_dot, be_tensor = [ALPHA2 * value for value in
                     be_engine.interaction(be_current, be_current)]
assert be_dot > 1e-8
assert abs(be_dot + be_tensor) < 1e-7 * be_dot
assert abs(be_direct) < 1e-10 and abs(be_exchange) < 1e-10

# Neon: all direct and exchange terms of the original operator.
ne_zeta = 0.13 * 2.2**np.arange(18)
ne_energy, ne_s, ne_p = hartree_fock("Ne", ne_zeta, 11)
engine = GaussianIntegrals(ne_zeta)
s1, s2 = [{(0, 0, 0): coef} for coef in ne_s]
px, py, pz = [{shifted((0, 0, 0), k, 1): ne_p} for k in AXES]
ne_direct, ne_exchange = determinant_energy(engine, [s1, s2, px, py, pz])


def pair_energy(a, b):
    return -2 * engine.element(a, b, b, a)


ne_ss = pair_energy(s1, s2)
defined = np.array([
    sum(pair_energy(s1, p) for p in (px, py, pz)),
    sum(pair_energy(s2, p) for p in (px, py, pz)),
    pair_energy(px, py) + pair_energy(px, pz) + pair_energy(py, pz)])
integrals = radial_integrals(ne_zeta, ne_s, ne_p)
radial = ALPHA2 * np.array([2, 2, 3]) * integrals
assert abs(ne_direct) < 1e-10 and abs(ne_ss) < 1e-10
assert np.all(defined > 0)
assert np.allclose(defined, radial, rtol=2e-6, atol=1e-11)
assert abs(ne_exchange - radial.sum()) < 2e-6 * radial.sum()

# Curl form for an s-p pair and a p-p pair.
pair_sp, pair_pp = pair_energy(s2, pz), pair_energy(px, py)
curl_sp, curl_pp = engine.curl_energy(s2, pz), engine.curl_energy(px, py)
assert np.isclose(curl_sp, pair_sp, rtol=1e-7, atol=1e-12)
assert np.isclose(curl_pp, pair_pp, rtol=1e-7, atol=1e-12)

# Momentum-space energy of the purely transverse 2px-2py current.
r_line = np.linspace(0, 15, 3001)[1:]
node, weight = np.polynomial.legendre.leggauss(300)
q_line, q_weight = 30 * (node + 1), 30 * weight
source = p_density(r_line, ne_zeta, ne_p) / r_line
form = spherical_jn(1, np.outer(q_line, r_line)) @ source * r_line[0]
fourier_pp = ALPHA2 * 6 / np.pi * np.sum(q_weight * form**2)
assert np.isclose(fourier_pp, pair_pp, rtol=2e-5, atol=1e-12)

# Coupling that becomes available when 2p^2 is mixed into 2s^2.
coupling = engine.element(s2, s2, pz, pz)
assert np.isclose(coupling, pair_sp / 2, rtol=1e-7, atol=1e-12)

# Basis sensitivity, using a denser set of exponents.
dense_zeta = 0.13 * 1.9**np.arange(21)
dense_energy, dense_s, dense_p = hartree_fock("Ne", dense_zeta, 13)
dense_total = ALPHA2 * np.dot(
    [2, 2, 3], radial_integrals(dense_zeta, dense_s, dense_p))
assert abs(dense_total / radial.sum() - 1) < 2e-3

micro = 1e6
print(f"alpha squared = {ALPHA2:.8e} (dimensionless)")
print("BERYLLIUM, restricted Hartree-Fock, 18 s Gaussians")
print(f"Hartree-Fock energy = {be_energy:.6f} hartree")
print(f"1s-2s exchange, J.J/r part = {be_dot*micro:.6f} microhartree")
print(f"1s-2s exchange, tensor part = {be_tensor*micro:.6f} microhartree")
print(f"direct orbit-orbit energy = {be_direct*micro:.1e} microhartree")
print(f"exchange orbit-orbit energy = {be_exchange*micro:.1e} microhartree")
print("NEON, restricted Hartree-Fock, 18 s and 11 p Gaussian shells")
print(f"Hartree-Fock energy = {ne_energy:.6f} hartree")
print(f"1s-2p radial integral = {integrals[0]:.6f} bohr^-3")
print(f"2s-2p radial integral = {integrals[1]:.6f} bohr^-3")
print(f"2p-2p radial integral = {integrals[2]:.6f} bohr^-3")
print(f"direct orbit-orbit energy = {ne_direct*micro:.1e} microhartree")
print(f"1s-2s exchange energy = {ne_ss*micro:.1e} microhartree")
for name, from_operator, from_radial in zip(
        ("1s-2p", "2s-2p", "2p-2p"), defined, radial):
    print(f"{name} shell energy, operator = "
          f"{from_operator*micro:.4f} microhartree")
    print(f"{name} shell energy, radial formula = "
          f"{from_radial*micro:.4f} microhartree")
print(f"total, operator = {(ne_direct+ne_exchange)*micro:.4f} microhartree")
print(f"total, radial formulas = {radial.sum()*micro:.4f} microhartree")
print(f"total converted = {radial.sum()*TO_CM:.3f} cm^-1")
print(f"2s-2pz pair, operator = {pair_sp*micro:.4f} microhartree")
print(f"2s-2pz pair, curl form = {curl_sp*micro:.4f} microhartree")
print(f"2px-2py pair, operator = {pair_pp*micro:.4f} microhartree")
print(f"2px-2py pair, curl form = {curl_pp*micro:.4f} microhartree")
print(f"2px-2py pair, Fourier form = {fourier_pp*micro:.4f} microhartree")
print(f"<2s2s|h|2pz2pz> = {coupling*micro:.4f} microhartree")
print("NEON, denser basis: 21 s and 13 p Gaussian shells")
print(f"Hartree-Fock energy = {dense_energy:.6f} hartree")
print(f"total orbit-orbit energy = {dense_total*micro:.4f} microhartree")
print("OK")
```

Running it gives:

```
alpha squared = 5.32513544e-05 (dimensionless)
BERYLLIUM, restricted Hartree-Fock, 18 s Gaussians
Hartree-Fock energy = -14.573010 hartree
1s-2s exchange, J.J/r part = 1.922710 microhartree
1s-2s exchange, tensor part = -1.922710 microhartree
direct orbit-orbit energy = 8.0e-13 microhartree
exchange orbit-orbit energy = -4.0e-13 microhartree
NEON, restricted Hartree-Fock, 18 s and 11 p Gaussian shells
Hartree-Fock energy = -128.546856 hartree
1s-2p radial integral = 18.844022 bohr^-3
2s-2p radial integral = 1.000899 bohr^-3
2p-2p radial integral = 1.703415 bohr^-3
direct orbit-orbit energy = 1.5e-11 microhartree
1s-2s exchange energy = -4.3e-13 microhartree
1s-2p shell energy, operator = 2006.9394 microhartree
1s-2p shell energy, radial formula = 2006.9394 microhartree
2s-2p shell energy, operator = 106.5985 microhartree
2s-2p shell energy, radial formula = 106.5985 microhartree
2p-2p shell energy, operator = 272.1275 microhartree
2p-2p shell energy, radial formula = 272.1275 microhartree
total, operator = 2385.6654 microhartree
total, radial formulas = 2385.6654 microhartree
total converted = 523.593 cm^-1
2s-2pz pair, operator = 35.5328 microhartree
2s-2pz pair, curl form = 35.5328 microhartree
2px-2py pair, operator = 90.7092 microhartree
2px-2py pair, curl form = 90.7092 microhartree
2px-2py pair, Fourier form = 90.7092 microhartree
<2s2s|h|2pz2pz> = 17.7664 microhartree
NEON, denser basis: 21 s and 13 p Gaussian shells
Hartree-Fock energy = -128.546672 hartree
total orbit-orbit energy = 2385.5996 microhartree
OK
```
